Raman singlet shift of a strained diamond lattice

**1. Definitions and conventions**

The crystal has the diamond structure: two identical atoms A and B, each of mass M, in the primitive cell. The axes x, y, z are the cubic axes. A uniform deformation carries a lattice vector b into (1 + ε)b, where ε is the symmetric tensor strain, so ε_xy is half the engineering shear angle. Positive diagonal strain is extension.

Lattice motion is treated as harmonic about the strained equilibrium. The wavevector of the phonon is set to zero, because that of visible light is small compared with the Brillouin zone. Let u = u_B − u_A be the relative displacement of the sublattices beyond the uniform deformation. Inversion about a bond midpoint exchanges the atoms and reverses their displacements, so it leaves u unchanged but reverses an electric dipole. Hence u carries no dipole at linear order, and no long-range field splits the optical modes. Uniform strain preserves this inversion.

The unstrained optical frequency is ω₀, and λ = ω² − ω₀². The constants p, q, r below have the dimension of ω²; their ratios to ω₀² are dimensionless.

**2. Two lemmas**

**Lemma 1.** The optical frequencies are given by the eigenvalues ω² of the 3×3 matrix D = 2H/M, where H_ij = ∂²W/∂u_i∂u_j, W is the energy per cell, and the derivatives are taken at the relaxed internal displacement ū(ε). At zero strain D = ω₀²·1.

Proof. A common translation of both sublattices costs no energy, so W depends on the displacements through u alone. For a small departure v = u − ū,

M ü_A = +H v,  M ü_B = −H v.

Subtraction gives v̈ = −(2/M)H v; addition gives free motion of the centre of mass, which is the acoustic part. The unstrained surroundings of an atom have tetrahedral symmetry. The twofold rotation about z reverses x and y and therefore forces H_xz = H_yz = 0; that about x forces H_xy = 0. The threefold rotation about [111] permutes the axes and makes the diagonal elements equal. ∎

**Lemma 2.** To first order in strain D = ω₀²·1 + K, with

K_xx = p ε_xx + q(ε_yy + ε_zz),  K_xy = 2r ε_xy,

and the other elements follow by cyclic permutation.

Proof. The unstrained crystal is assumed stable, so H is positive definite and ū(ε) is a smooth function. Then D has a linear term K_ij = Σ_kl K_ijkl ε_kl, with K_ijkl symmetric in ij and in kl. For every operation R of the tetrahedral group, D(RεRᵀ) = R D(ε) Rᵀ, so K_ijkl is invariant under the group.

Let n_x, n_y, n_z count how often each axis occurs among the four indices. The twofold rotations multiply K_ijkl by (−1)^(n_x+n_y), and so on. A nonzero element therefore needs n_x, n_y, n_z of equal parity. Their sum is 4, and three odd numbers have an odd sum, so all are even. What remains is K_xxxx, K_xxyy, K_xyxy and their relatives. The threefold rotations and the mirror exchanging x and y make all members of each family equal: p = K_xxxx, q = K_xxyy, r = K_xyxy. Finally,

K_xy = K_xyxy ε_xy + K_xyyx ε_yx = 2r ε_xy. ∎

The relaxation of ū is included in these constants. A clamped sublattice would in general have a different r.

**3. The theorem**

**Theorem.** Let ε_xz = ε_yz = 0. Then the phonon polarised along z is an eigenmode, and to first order in strain

Δω_z = [p ε_zz + q(ε_xx + ε_yy)]/(2ω₀).  (1)

The other two modes have

λ± = (p+q)(ε_xx+ε_yy)/2 + q ε_zz ± √{[(p−q)(ε_xx−ε_yy)/2]² + 4r²ε_xy²}.  (2)

If also ε_xx = ε_yy and ε_xy = 0, these two coincide, and (1) is the shift of the singlet beside a doublet.

Proof. The three unperturbed modes are degenerate, so the perturbation must be diagonalised among them. The condition det(D − ω²·1) = 0 becomes det(K − λ·1) = 0. Terms of order ε² omitted from D move each eigenvalue by no more than the norm of the omitted matrix, so the degeneracy does not enlarge their effect. With K_xz = K_yz = 0,

(K_zz − λ)[(K_xx − λ)(K_yy − λ) − 4r²ε_xy²] = 0.

The first factor gives

λ_z = p ε_zz + q(ε_xx + ε_yy).

The second is a quadratic with roots

λ± = (K_xx+K_yy)/2 ± √[(K_xx−K_yy)²/4 + 4r²ε_xy²].

Lemma 2 gives K_xx + K_yy = (p+q)(ε_xx+ε_yy) + 2qε_zz and K_xx − K_yy = (p−q)(ε_xx−ε_yy), which yields (2). For the frequency,

ω_z = √(ω₀² + λ_z) = ω₀ + λ_z/(2ω₀) − λ_z²/(8ω₀³) + …  (3)

and the linear term is (1). ∎

**Remark 1: when the formula fails.** Equal in-plane strains are needed for the doublet, not for (1). The essential condition is the absence of ε_xz and ε_yz. Take ε_xx = ε_yy = ε∥, ε_xy = ε_yz = 0, and add ε_xz. The x and z modes now mix, and

λ = (K_xx+K_zz)/2 ± √[(K_zz−K_xx)²/4 + 4r²ε_xz²],  K_zz − K_xx = (p−q)(ε_zz − ε∥).  (4)

If all strains are scaled by one factor, the correction to λ_z scales by the same factor. It is therefore a first-order error of (1), unless r = 0.

**Remark 2: hydrostatic strain.** For ε = e·1, K = (p+2q)e·1 and the triplet stays degenerate. The relative volume change is 3e, so the Grüneisen parameter is

γ = −d ln ω/d ln V = −(p+2q)/(6ω₀²).  (5)

The hydrostatic shift thus fixes p + 2q. By (4) with ε_xz = 0, a tetragonal splitting fixes p − q. Together they determine both constants in (1).

**4. Why backscattering sees the singlet**

**Proposition.** With light travelling along z inside the crystal, first-order scattering by the optical phonons comes from the z mode alone, for any strain with ε_xz = ε_yz = 0.

Proof. The scattering amplitude is Σ e_i R_ijk e′_j, where R_ijk = ∂α_ij/∂u_k is the derivative of the polarisability, and the polarisation vectors e and e′ lie in the xy plane. The twofold rotation about z survives such a strain. With i and j in the plane, it reverses the sign of R_ijk for k = x or y, so these elements vanish. ∎

In the unstrained crystal the parity argument of Lemma 2, now with three indices, leaves elements in which x, y and z each occur once. Taking R_ijk symmetric in ij, they all equal one constant a. The amplitude is a(e_x e′_y + e_y e′_x) = a sin(φ+φ′), where φ and φ′ are the polarisation angles measured from x. The singlet is brightest for parallel polarisations along [110], or for crossed ones along x and y. Light travelling obliquely can have a polarisation component along z, and can then reveal the doublet.

**5. A film with a free (001) surface**

**Corollary.** If ε_xx = ε_yy = ε∥, the shears vanish and the surface is free of traction, then

Δω_z = b ε∥,  b = (q − p C₁₂/C₁₁)/ω₀,  (6)

Δω_doublet = [(p+q) − 2q C₁₂/C₁₁] ε∥/(2ω₀).  (7)

Proof. In linear cubic elasticity σ_zz = C₁₁ε_zz + 2C₁₂ε∥ = 0, so ε_zz = −2(C₁₂/C₁₁)ε∥. Insertion in λ_z gives 2(q − pC₁₂/C₁₁)ε∥, and division by 2ω₀ gives (6). Insertion in K_xx = pε∥ + q(ε∥+ε_zz) gives (7). ∎

One singlet shift measures one combination of strains. It becomes a value of ε∥ through the equality of the in-plane strains and the free surface. If σ_zz is not zero, (1) still holds but (6) does not. The reference ω₀ must belong to an unstrained crystal of the same composition and doping, at the same temperature.

**6. The constants in a bond model**

A simple model illustrates how bond and angular forces give rise to p, q and r. Its angular term is written in scalar products of bond vectors, so it responds to bond stretch as well as to angle; another form of that term, or further anharmonic terms, would change p and q. Let the equilibrium bond length r₀ be the unit of length, and let the bonds from A be

b_i = (s_x, s_y, s_z)/√3 with signs (+++), (+−−), (−+−), (−−+),

so that s_x s_y = s_z. With d_i = (1+ε)b_i + u and stretch x_i = |d_i| − 1, take

W = Σ_i k(x_i²/2 + G x_i³/6) + (κ/4) Σ_{i<j} S_ij²,  S_ij = d_i·d_j + 1/3.

Here k is the bond stiffness, G its dimensionless anharmonicity, and κ the angular stiffness. Each atom contributes κ/8 per pair of bonds; the bonds seen from B are −d_i and have the same scalar products, which gives κ/4.

**Lemma 3.** In this model

ω₀² = 8(k+κ)/(3M),  q/ω₀² = (kG/3 − κ)/(k+κ),  p/ω₀² = 2 + q/ω₀²,

C₁₂/C₁₁ = (k−κ)/(k+3κ),  r/ω₀² = 1 + 2kκ(G−3)/[3(k+κ)²].

Proof. Write V(x) for the bond energy and n for the bond direction. A bond contributes V″nnᵀ + (V′/|d|)(1 − nnᵀ) to H. A pair contributes (κ/2)[(d_i+d_j)(d_i+d_j)ᵀ + 2S_ij·1], because ∂S_ij/∂u = d_i + d_j and its second derivative is 2·1.

*Diagonal strain.* Let t = ε_xx+ε_yy+ε_zz. The three twofold axes survive, so ū = 0. To first order every bond has

x = t/3,  n_z² = (1 + 2ε_zz − 2t/3)/3,  V″ = k(1 + Gt/3),  V′/|d| = kt/3.

In the last contribution 1 − n_z² may be replaced by 2/3. The four bonds give

4[(k/3)(1 + Gt/3 + 2ε_zz − 2t/3) + 2kt/9] = (4k/3)(1 + 2ε_zz + Gt/3).

The six pairs fall into two for each axis, according to the direction of b_i + b_j, whose length is 2/√3. The two z pairs give Σ(d_i+d_j)_z² = (8/3)(1+2ε_zz). A pair along axis m has S = (2/3)(2ε_mm − t), and the sum over all six is −4t/3. The angular part is therefore

(κ/2)[(8/3)(1+2ε_zz) − 8t/3] = (4κ/3)(1 + 2ε_zz − t).

Adding the two parts,

H_zz = (4/3)[(k+κ)(1+2ε_zz) + (kG/3 − κ)t].

Setting ε = 0 and multiplying by 2/M gives ω₀². The strain terms give q as the coefficient of ε_xx, and p as that of ε_zz.

*Elastic ratio.* The same stretches and S values give, to second order,

W = 2kt²/9 + (2κ/9)Σ_m(2ε_mm−t)² = (2/9)[(k−κ)t² + 4κΣ_m ε_mm²].

A free surface requires ∂W/∂ε_zz = 0, that is (k−κ)(2ε∥+ε_zz) + 4κε_zz = 0. Hence ε_zz = −2ε∥(k−κ)/(k+3κ), and comparison with the corollary gives C₁₂/C₁₁.

*Shear.* Let ε_xy = η. The surviving twofold axis allows ū = (0,0,u). Bond i stretches by s_zρ, with ρ = (u + 2η/√3)/√3. For the two z pairs S = ±(2/√3)(u − 2η/√3); for the other pairs S = 0 at first order. Thus

W = (2/3)[k(u+2η/√3)² + κ(u−2η/√3)²].

The minimum is at u = −(2η/√3)(k−κ)/(k+κ), so ρ = 4κη/[3(k+κ)]. To first order n_x n_y = (s_z + 2η − 2ρ)/3 and V″ − V′/|d| = k[1 + (G−1)s_zρ]. Since Σs_z = 0 and Σs_z² = 4, the bonds contribute

(4k/3)[2η − 2ρ + (G−1)ρ] = (4k/3)[2η + (G−3)ρ].

The four x and y pairs each have (d_i+d_j)_x(d_i+d_j)_y = 4η/3 and contribute (κ/2)(16η/3) = (4κ/3)2η. Dividing the sum by 4(k+κ)/3 gives 2rη/ω₀², and inserting ρ gives r. ∎

For G < 0 a stretched bond softens. The constant q is then negative, so in-plane compression raises the singlet through the q term. The 2 in p/ω₀² is geometric: extension along z multiplies the squared z components of the bonds d_i and of the sums d_i + d_j by (1+ε_zz)². The relation p − q = 2ω₀² belongs to this model, in particular to the scalar-product form of S_ij, and is not a consequence of symmetry. If S_ij is replaced by cos θ_ij + 1/3, with θ_ij the angle between the bonds, the parameters of Section 7 give p − q ≈ 0.79ω₀².

**7. Worked example**

Take the round parameters k = 150 N/m, κ = 40 N/m, G = −9 and M = 30 u; they represent no particular material. Then ω₀ = 1.0085×10¹⁴ rad/s, or 535.4 cm⁻¹ as a wavenumber. Shifts below are in wavenumbers, with p, q, r divided by ω₀²:

q = (−450 − 40)/190 = −2.579,  p = 2 − 2.579 = −0.579,

r = 1 − 144000/108300 = −0.330,  C₁₂/C₁₁ = 110/270 = 0.407.

Equation (5) gives γ = (0.579 + 5.158)/6 = 0.956. For a film compressed by ε∥ = −1 %, ε_zz = +0.815 %. The two parts of (1) are

p part: (535.4/2)(−0.579)(0.00815) = −1.26 cm⁻¹,

q part: (535.4/2)(−2.579)(−0.02) = +13.81 cm⁻¹.

With unrounded values carried through here and below, the singlet moves up by 12.54 cm⁻¹, which corresponds to b = −1254 cm⁻¹ per unit strain. Equation (7) gives 2.83 cm⁻¹ for the doublet, so the splitting is 9.72 cm⁻¹. In this model the expansion along z slightly lowers the singlet; the in-plane compression dominates. The splitting is proportional to p − q, which the model fixes at 2ω₀², whereas values reported for silicon and germanium are near 0.5ω₀². The splitting, the doublet shift and b found here should therefore not be read as estimates for those crystals.

**Beyond first order.** The energy W can also be used without linearising in strain: ε_zz is found by numerical minimisation, and H by numerical differentiation. At −1 % this gives 12.53 cm⁻¹ for the singlet and 2.56 cm⁻¹ for the doublet. The linear doublet shift is thus about 11 % too large relative to the nonlinear one, while the singlet agrees to about 0.1 %.

The close agreement of the singlet comes from a cancellation. Numerically, the coefficient of ε∥² in ω_z²/ω₀² is 4.886, which contributes half of this, 2.443, to ω_z/ω₀. The last written term of (3) contributes −2.745. The sum is −0.302, or −0.016 cm⁻¹ at 1 % strain. This cancellation depends on the parameters. A quartic term in the bond energy, absent here, would also enter at this order.

**Added shear.** Let the same diagonal strain be accompanied by ε_xz = 1 %. A free (001) surface would exclude this shear, since σ_xz = 2C₄₄ε_xz must vanish there. In (4), divided by ω₀², half the splitting is 0.01815 and the coupling is 2rε_xz = −0.00659. The z-like eigenvalue rises by

√(0.01815² + 0.00659²) − 0.01815 = 0.00116,

which is 0.31 cm⁻¹ after multiplication by 535.4/2. The first-order shift is then 12.86 cm⁻¹, and (1) falls short by that 0.31 cm⁻¹. This is a first-order comparison, and at 1 % shear the second-order terms are equally large. With the full energy W and the same strains, they nearly cancel the rise: the shear changes the singlet by less than 0.01 cm⁻¹. With all strains ten times smaller, the shear raises it by 0.028 cm⁻¹, close to the first-order value of 0.031 cm⁻¹.

Numerical values quoted here were computed with a short program.
